\section*{Peak bending strain of a wrinkled stiff film far above threshold}

Take a thin sheet of thickness $h$ that cannot change its length, and push its ends together while something holds it to a sinusoidal shape of fixed wavenumber $k$. Let $x$ label material points along the flat sheet, and let the deflection be $w=A\cos kx$. An element $dx$ keeps its length but is tilted by the small slope $w'=dw/dx$, so its projection on the original line is $\sqrt{1-w'^2}\,dx\simeq(1-w'^2/2)\,dx$. The average of $\sin^2kx$ is $1/2$, so the fractional shortening, counted positive, is
\begin{equation}
\varepsilon=\tfrac12\langle w'^2\rangle=\tfrac12k^2A^2\langle\sin^2kx\rangle=\tfrac14k^2A^2 .
\end{equation}
The largest slope is therefore $kA=2\sqrt{\varepsilon}$. The largest curvature is $k^2A$, at the crests and troughs. A layer at distance $\zeta$ from the mid-plane is strained by $\zeta$ times the curvature, so the faces, at $\zeta=\pm h/2$, reach
\begin{equation}
e_b=\tfrac{h}{2}k^2A=\tfrac12(kh)(kA)=kh\sqrt{\varepsilon}.
\label{eq:inext}
\end{equation}
The shortening is quadratic in the slope, while the bending strain is linear in it and carries the small factor $kh$. A long wave can thus absorb a large compression with little strain in the material.

For a stiff film bonded to a soft, deep substrate, two things are missing from this picture: the film can also shorten elastically, and the wavelength is chosen by the system. Let the substrate be shortened by $\varepsilon$ along $x$ with its width held fixed, so that the deformation is one of plane strain. Let $M$ and $S$ be the plane-strain moduli of film and substrate; for an isotropic material this modulus is $E/(1-\nu^2)$, with $E$ Young's modulus and $\nu$ Poisson's ratio. Both materials are taken as linear elastic, with $S\ll M$, $kh\ll1$ and small slopes. The result to be derived is
\begin{equation}
e_b=2\sqrt{\varepsilon_c(\varepsilon-\varepsilon_c)}\;\simeq\;2\sqrt{\varepsilon\,\varepsilon_c}\quad(\varepsilon\gg\varepsilon_c),
\qquad
\varepsilon_c=\frac14\left(\frac{3S}{M}\right)^{2/3},
\label{eq:result}
\end{equation}
where $\varepsilon_c$ is the compression at which wrinkling begins. A "large" compression is one large against $\varepsilon_c$ but still small against one, since the slope is about $2\sqrt\varepsilon$.

Consider first the energy of the substrate. It fills $y\ge0$, with $y$ pointing down, and its surface is displaced by $v=A\cos kx$ in the $y$ direction. Suppose for the moment that the surface carries no shear traction. Equilibrium is satisfied by stresses derived from an Airy function $\phi$,
\begin{equation}
\sigma_{xx}=\phi_{yy},\qquad \sigma_{yy}=\phi_{xx},\qquad \sigma_{xy}=-\phi_{xy},
\end{equation}
and compatibility requires $\nabla^4\phi=0$. The decaying solutions of wavenumber $k$ are $\phi=(a+by)e^{-ky}\cos kx$. At $y=0$ the derivative $\phi_y$ is $(b-ka)\cos kx$, so the shear stress vanishes there if $b=ka$. Then
\begin{align}
\phi&=a(1+ky)e^{-ky}\cos kx, & \phi_y&=-ak^2y\,e^{-ky}\cos kx,\\
\sigma_{yy}&=-ak^2(1+ky)e^{-ky}\cos kx, & \sigma_{xx}&=-ak^2(1-ky)e^{-ky}\cos kx .
\end{align}
In plane strain, $e_{yy}=[\sigma_{yy}-\nu\sigma_{xx}/(1-\nu)]/S$. The displacement vanishes at great depth, so $v(0)=-\int_0^\infty e_{yy}\,dy$. The integral of $\sigma_{xx}=\phi_{yy}$ is the change of $\phi_y$ between $0$ and $\infty$, which is zero. The integral of $\sigma_{yy}$ is $-ak^2(1/k+1/k)\cos kx=-2ak\cos kx$. Hence
\begin{equation}
v(0)=\frac{2ak}{S}\cos kx=A\cos kx\quad\Rightarrow\quad a=\frac{SA}{2k}.
\end{equation}
The downward traction on the surface is $-\sigma_{yy}(0)=ak^2\cos kx=\tfrac12SkA\cos kx$. The stored energy per unit area is half the mean product of traction and displacement:
\begin{equation}
U_s=\tfrac12\cdot\tfrac12SkA\cdot A\,\langle\cos^2kx\rangle=\tfrac18SkA^2 .
\label{eq:Us}
\end{equation}
Poisson's ratio enters through $S$ alone. A direct minimisation of the elastic energy on a grid in depth gave $1.0000$ times this value for both $\nu=0.30$ and $\nu=0.48$.

A bonded film does exert shear. Its effect can be judged from the sideways strain of the shear-free surface. At $y=0$ the two normal stresses are equal, so
\begin{equation}
e_{xx}(0)=\frac{\sigma_{xx}-\nu\sigma_{yy}/(1-\nu)}{S}=-\frac{kA}{2}\,\frac{1-2\nu}{1-\nu}\cos kx .
\end{equation}
For an incompressible substrate, $\nu=1/2$, this vanishes: the surface has no tendency to slide under the film, and bonding costs nothing at this order. Rubbers are close to this case.

In the film, let $u(x)$ be the periodic part of the displacement along $x$. The local membrane compression is $\varepsilon-u'-w'^2/2$. With $s=k^2A^2/4$, the identity $\sin^2kx=(1-\cos2kx)/2$ gives
\begin{equation}
\tfrac12w'^2=s\,(1-\cos2kx).
\end{equation}
The mean membrane compression is $\varepsilon-s$ whatever $u$ is, because $u'$ averages to zero. The mean square is least when the compression is uniform, which is achieved by $u'=s\cos2kx$, or $u=(kA^2/8)\sin2kx$. This motion drags the substrate sideways at an energy of order $Sk(kA^2)^2$, smaller than $U_s$ by a factor of order $(kA)^2$, and it is neglected. Here $s$ is the part of the compression taken up by waviness, as in the opening case, and $\varepsilon-s$ is what remains as true shortening of the film.

The membrane energy per area is $\tfrac12Mh(\varepsilon-s)^2$. In bending with curvature $\kappa$ the energy is
\begin{equation}
\tfrac12M\kappa^2\int_{-h/2}^{h/2}\zeta^2\,d\zeta=\tfrac1{24}Mh^3\kappa^2 ,
\end{equation}
and since $\langle\kappa^2\rangle=k^4A^2/2$, its average is $Mh^3k^4A^2/48$. Substituting $A^2=4s/k^2$ in the bending and substrate terms and dividing by $Mh$ gives
\begin{equation}
\frac{U}{Mh}=\tfrac12(\varepsilon-s)^2+s\,g(k),\qquad
g(k)=\frac{(kh)^2}{12}+\frac{S}{2M\,kh}.
\label{eq:U}
\end{equation}
The uniform energy of the compressed substrate is a constant at fixed $\varepsilon$ and has been dropped. The function $g$ is the price of waviness per unit of compression absorbed: short waves are expensive in bending, long ones in substrate deformation.

For any $s>0$ the best wavenumber minimises $g$. With $q=kh$,
\begin{equation}
\frac{dg}{dq}=\frac q6-\frac{S}{2Mq^2}=0\quad\Rightarrow\quad q^3=(kh)^3=\frac{3S}{M}.
\label{eq:k}
\end{equation}
This is a minimum, since $d^2g/dq^2=1/6+S/(Mq^3)>0$. At this point $S/M=q^3/3$, so the substrate term is $q^2/6$, twice the bending term, and
\begin{equation}
g_{\min}=\frac{q^2}{12}+\frac{q^2}{6}=\frac{(kh)^2}{4}=\frac14\left(\frac{3S}{M}\right)^{2/3}\equiv\varepsilon_c .
\label{eq:gmin}
\end{equation}
The remaining energy, $\tfrac12(\varepsilon-s)^2+s\,\varepsilon_c$, has slope $-(\varepsilon-s)+\varepsilon_c$ in $s$. If $\varepsilon<\varepsilon_c$ the slope is positive for all $s\ge0$ and the film stays flat. If $\varepsilon>\varepsilon_c$ the minimum is at
\begin{equation}
s=\varepsilon-\varepsilon_c .
\label{eq:s}
\end{equation}
The membrane compression thus stays at $\varepsilon_c$, and all further compression goes into waviness. From $k^2A^2/4=s$ and $kh=2\sqrt{\varepsilon_c}$,
\begin{equation}
A=\frac{2\sqrt{\varepsilon-\varepsilon_c}}{k}=h\sqrt{\frac{\varepsilon}{\varepsilon_c}-1}.
\end{equation}

A sum of several sinusoids would not do better in this model. If wave $n$ absorbs $s_n$ and $s=\sum_ns_n$, the mean squared slopes and the quadratic energies add, and the energy is at least $\tfrac12(\varepsilon-s)^2+\sum_ns_n\,g(k_n)$. Since each $g(k_n)\ge\varepsilon_c$, this is no lower than the energy of the single wave.

The peak bending strain follows as in (\ref{eq:inext}), with $s$ in place of $\varepsilon$:
\begin{equation}
e_b=\tfrac h2k^2A=kh\sqrt{s}=2\sqrt{\varepsilon_c}\,\sqrt{\varepsilon-\varepsilon_c}.
\end{equation}
This is the first form in (\ref{eq:result}). Far above threshold,
\begin{equation}
\frac{e_b}{2\sqrt{\varepsilon\varepsilon_c}}=\sqrt{1-\frac{\varepsilon_c}{\varepsilon}}\simeq1-\frac{\varepsilon_c}{2\varepsilon},
\qquad
\frac{e_b}{\varepsilon}\simeq2\sqrt{\frac{\varepsilon_c}{\varepsilon}} .
\end{equation}
The two statements have different demands. The short formula is already good to about half a per cent at $\varepsilon=100\,\varepsilon_c$, but the bending strain is then still a fifth of the imposed compression. To bring it down to a tenth takes $\varepsilon\simeq400\,\varepsilon_c$. The thickness does not appear: at fixed moduli a thinner film has a proportionally shorter wave and the same strain. In the opening case, where $k$ was fixed from outside, the strain was proportional to $h$.

Just above threshold the behaviour is different. There $e_b$ rises as the square root of $\varepsilon-\varepsilon_c$, with a vertical tangent, and it soon becomes comparable with $\varepsilon$: at $\varepsilon=1.2\,\varepsilon_c$ it is already about three quarters of it. It never exceeds $\varepsilon$, however, because
\begin{equation}
\varepsilon^2-e_b^2=\varepsilon^2-4\varepsilon_c\varepsilon+4\varepsilon_c^2=(\varepsilon-2\varepsilon_c)^2\ge0,
\end{equation}
with equality at $\varepsilon=2\varepsilon_c$. Nor is bending the whole strain. The membrane compression $\varepsilon_c$ adds to it on the concave face at a crest or trough and subtracts from it on the convex face:
\begin{equation}
\text{compressed face: }\;e_b+\varepsilon_c,\qquad
\text{stretched face: }\;e_b-\varepsilon_c .
\end{equation}
The second face is in tension only if $e_b>\varepsilon_c$, that is, if $\varepsilon>5\varepsilon_c/4$; closer to threshold both faces are compressed. Write $d=\varepsilon-\varepsilon_c$. The compressed face is strained more than a flat film would be if $\varepsilon_c+2\sqrt{\varepsilon_cd}>\varepsilon_c+d$, that is, if $d<4\varepsilon_c$. Between $\varepsilon_c$ and $5\varepsilon_c$ wrinkling therefore raises the peak compressive strain, and beyond $5\varepsilon_c$ it lowers it.

These relations were tested by minimising numerically the energy of a film whose stretching and rotation were treated without the small-slope expansion. The wavenumber was free, higher harmonics were allowed in both displacements, and the sideways energy of an incompressible linear substrate was included. With $\varepsilon_c=10^{-6}$, so that slopes stayed small, the ratio $e_b/\varepsilon$ came out as $1.0000$, $0.8000$ and $0.1990$ at $\varepsilon/\varepsilon_c=2$, $5$ and $100$. The compressed-face strain divided by $\varepsilon$ was $1.2761$, $1.0000$ and $0.7864$ at $\varepsilon/\varepsilon_c=3$, $5$ and $8$. All agree with the formulas to the digits shown.

The distinction between imposed and local strain matters for a brittle film, which cracks at a small tensile strain. Consider an InSb membrane with (001) faces, $h=100$ nm thick, on a very soft silicone, compressed by $5\,\%$ along [100]. Rough typical elastic constants are $C_{11}=67$, $C_{12}=37$ and $C_{44}=30$ GPa for InSb, and $E=0.20$ MPa, $\nu=0.48$ for the silicone. The film faces are free of normal traction, so the thickness strain $e_t$ obeys $C_{12}e_{xx}+C_{11}e_t=0$. The stress along $x$ is $C_{11}e_{xx}+C_{12}e_t$, which gives
\begin{equation}
M=C_{11}-\frac{C_{12}^2}{C_{11}}=46.6\ \text{GPa},\qquad
S=\frac{0.20\ \text{MPa}}{1-0.48^2}=0.260\ \text{MPa}.
\end{equation}
Thus $S/M=5.58\times10^{-6}$, and
\begin{equation}
kh=(3\times5.58\times10^{-6})^{1/3}=0.0256,\qquad
\varepsilon_c=\frac{(kh)^2}{4}=0.0164\,\% .
\end{equation}
The imposed compression is about $306$ times the threshold. The wavelength is $2\pi h/(kh)=24.6\ \mu$m in the material coordinate; measured along the shortened sample it is $5\,\%$ less. The amplitude is $100\ \text{nm}\times\sqrt{305.6-1}=1.75\ \mu$m, and the largest slope is $kA=0.446$. The peak bending strain is
\begin{equation}
e_b=2\sqrt{(1.636\times10^{-4})(0.05-1.636\times10^{-4})}=0.571\,\% ,
\end{equation}
against $0.572\,\%$ from $2\sqrt{\varepsilon\varepsilon_c}$. This is $0.114$ of the imposed compression. The compressed face reaches $0.59\,\%$ and the stretched face $0.55\,\%$. A flat film would carry $5\,\%$ of pure compression; the wrinkled one carries far less strain, but part of it is tensile, which is the kind that opens cracks. Against a rough tensile limit of $1\,\%$, the stretched face stands at a little over half.

How far the model can be trusted at a slope of $0.446$ was estimated by changing one ingredient at a time, with the rest held fixed. Treating the film's stretching and rotation in full, on a linear incompressible substrate, changes $e_b$ by $-1.1\,\%$ of its value if the wavenumber is free to readjust; if the number of waves stays as it was set at onset, the change is $+0.4\,\%$ instead. Holding the substrate surface still along $x$ at $\nu=0.48$, instead of leaving it free of shear, changes it by $+0.05\,\%$; the slight sideways motion of the film's lower face as it tilts is left out of this figure. The uniform compression of the substrate alters its stiffness against small wrinkles; for an incompressible neo-Hookean material this gives $-1.65\,\%$, again only through a change of wavenumber, since at fixed $k$ the strain $kh\sqrt s$ hardly depends on the substrate stiffness. Crystal direction matters more: along [110] the film modulus is $61.6$ GPa, and since $e_b\propto M^{-1/3}$ far above threshold, the strain falls by $8.9\,\%$. This does not make [110] the safer direction: the tensile stress on the stretched face rises from about $0.26$ to $0.31$ GPa, and it then acts normal to a {110} cleavage plane, where the largest normal stress for compression along [100] was about $0.18$ GPa. Cooling by $20$ K, with a rough mismatch in thermal expansion of $3\times10^{-4}$ K$^{-1}$, would shorten a substrate free in all directions by $0.6\,\%$ relative to the film; that much extra compression along $x$ alone raises $e_b$ by about $6\,\%$ of its value. If the width really shrank by $0.6\,\%$ as well, that would be far above $\varepsilon_c$, and straight, single-wave wrinkles could no longer be assumed. If the width is held during cooling while the substrate is free to contract along $x$, the contraction along $x$ is larger by the factor $1+\nu$, about $0.9\,\%$, and $e_b$ rises by about $8.5\,\%$. The wrinkle itself strains the substrate locally by up to about $16\,\%$. The nonlinear response to that strain is no smaller than the effects above, and it makes crests and troughs unequal. For a neo-Hookean substrate with $\nu=0.48$ treated at finite strain, the bending strain at the troughs exceeds the formula by about $3\,\%$ at fixed wavenumber and by about $1\,\%$ at free wavenumber, while at the crests it falls short by about $1\,\%$ and $3.5\,\%$. The formula is thus good to a few per cent here, with no guarantee of erring on the safe side. Period doubling and folding, which would concentrate curvature and invalidate the single-wave result, were not computed.

The silicone chosen here is very soft; a stiffer one, with a Young's modulus of $2$ MPa, gives a different verdict. Since $e_b\propto S^{1/3}$ at fixed $\varepsilon$ far above threshold, a tenfold stiffer substrate multiplies the strain by about $2.2$, to roughly $1.2\,\%$, past the assumed limit. The width matters too. A bare silicone slab compressed by $5\,\%$ with free sides widens by about $\nu\varepsilon=2.4\,\%$, and a film that followed it fully would be stretched across its width by more than the limit, however gentle the wrinkles are. The film resists, however. Stretching it takes a force per unit length of order $Mh$ times the strain, while a slab of thickness $H$ supplies only of order $SH$ times the strain. The strain across the width therefore approaches the limit when the slab thickness and the film width are both comparable with $Mh/S$ or larger. For the very soft silicone this length is $1.8$ cm, and on a flat slab a millimetre thick the film is stretched across its width by only about $0.14\,\%$; for the $2$ MPa silicone it is $1.8$ mm, and the same slab gives about $0.9\,\%$. This tension acts through the whole thickness, so a flaw at the edge of the film can grow below the assumed limit.

The film must also be long enough. Its ends carry no force, and a substrate with stresses of order $S\varepsilon$ needs a distance of order $Mh\varepsilon_c/(S\varepsilon)$, about $60\ \mu$m here, to build up the force $Mh\varepsilon_c$ at which wrinkles form. The estimate $2\sqrt{\varepsilon\varepsilon_c}$ can therefore serve as a design rule for a well-bonded film many times longer than this distance, on a deep substrate with the width held, with a compression many times $\varepsilon_c$, moderate slopes and a single regular wave. The numerical output gives the remaining digits and intermediate values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
SUBSTRATE ENERGY / (S k A^2/8), from discretised elasticity
  no shear traction, Poisson ratio 0.30: 1.0000
  no shear traction, Poisson ratio 0.48: 1.0000
MINIMISED FILM ENERGY, small slopes (all columns dimensionless)
  eps/eps_c  bending/eps  face/eps  2sqrt(eps_c/eps)
       1.2      0.7454     1.5787      1.8257
       2.0      1.0000     1.5000      1.4142
       3.0      0.9428     1.2761      1.1547
       5.0      0.8000     1.0000      0.8944
       8.0      0.6614     0.7864      0.7071
      30.0      0.3590     0.3923      0.3651
     100.0      0.1990     0.2090      0.2000
EXAMPLE INPUTS: InSb (001) film on soft silicone, rough values
  InSb C11, C12, C44: 67, 37, 30 GPa
  silicone Young modulus: 0.20 MPa; Poisson ratio 0.48
  film thickness: 100 nm; imposed compression: 5.0 %
  rough tensile strain limit of the film: 1.0 %
EXAMPLE RESULTS
  film plane-strain modulus along [100]: 46.57 GPa
  substrate plane-strain modulus: 0.2599 MPa
  modulus ratio S/M: 5.581e-06
  k h: 0.02558
  critical strain eps_c: 0.01636 %
  eps/eps_c: 305.6
  wavelength: 24.56 um
  amplitude: 1.745 um
  largest slope k A: 0.446
  peak bending strain, full formula: 0.5711 %
  peak bending strain, 2 sqrt(eps eps_c): 0.5720 %
  bending strain / imposed compression: 0.1142
  peak strain, compressed face: 0.5875 %
  peak strain, stretched face: 0.5547 %
  stretched-face strain / rough limit: 0.555
NEGLECTED EFFECTS: change of peak bending strain
  finite film slope, linear substrate: -1.10 %
  compression along [110], M = 61.57 GPa: -8.86 %
  bonded instead of shear-free interface: +0.049 %
  uniformly compressed substrate: -1.65 %
  thermal mismatch used: 3.0e-04 1/K; cooling: 20 K
  effect of that cooling: +5.85 %
  largest local substrate strain from wrinkle: 16.4 %
\end{verbatim}
